# Trap activation energy from two emission times with the temperature-squared factor

## Problem

After off-state stress, the drain current of a gallium nitride high-electron-mobility transistor is reduced because electrons are held in traps. The current recovers as the traps empty. The emission time of one trap level is $\tau_1=1$ s at $T_1=300$ K and $\tau_2=0.01$ s at $T_2=350$ K.

Assume that the recovery time is the emission time, that the quoted temperatures are those of the traps, and that released electrons are not recaptured. The conduction band is parabolic and non-degenerate, with effective mass $m=0.20$ free-electron masses. The capture cross-section $\sigma$ depends on neither energy nor temperature.

(a) Derive the emission law, including its power of temperature.

(b) Extract the activation energy $E_a$, and compare it with the value from a plain Arrhenius law.

(c) Find the apparent cross-section and the emission time at 425 K.

(d) Find the uncertainty caused by independent 10% standard errors in the two times.

(e) Estimate how self-heating, electric field, recapture and band shape affect the result.

## Solution

### (a) The emission law

Measure energy from the conduction-band edge, so that the trap lies at $-E_a$ with $E_a>0$. Let $\mu$ be the Fermi level and $k$ Boltzmann's constant. With the ratio of trap degeneracies set to one, the equilibrium occupation $f_t$ satisfies

$$
\frac{1-f_t}{f_t}=\exp\left(\frac{-E_a-\mu}{kT}\right).
$$

An empty trap captures electrons at the rate $\int_0^\infty\sigma v g f\,dE$, where $v$ is the electron speed, $g$ the density of states per volume and $f$ the band occupation. In equilibrium, emission from filled traps balances capture by empty ones:

$$
e_n f_t=(1-f_t)\int_0^\infty \sigma v g f\,dE .
$$

In a non-degenerate band $f=\exp[-(E-\mu)/kT]$. Dividing by $f_t$ and inserting the occupation ratio cancels $\mu$:

$$
e_n=\sigma e^{-E_a/kT}\int_0^\infty v g\,e^{-E/kT}\,dE .
$$

The emission rate is taken to be set by the trap and the lattice, not by the free electrons. It can therefore be used in a depleted region, where the electrons are out of equilibrium.

For a parabolic band with two spin states,

$$
g=\frac{4\pi(2m)^{3/2}\sqrt E}{h^3},\qquad
v=\sqrt{\frac{2E}{m}},\qquad
vg=\frac{16\pi mE}{h^3}.
$$

The numerical factor is $4\pi\cdot2^{3/2}\cdot2^{1/2}=16\pi$. Since $\int_0^\infty E e^{-E/kT}dE=(kT)^2$,

$$
e_n=\gamma\sigma T^2e^{-E_a/kT},\qquad
\gamma=\frac{16\pi mk^2}{h^3}.
$$

The same prefactor is the product of the mean speed $\bar v=\sqrt{8kT/\pi m}$ and the effective density of states $N_c=2(2\pi mkT/h^2)^{3/2}$. The speed supplies $T^{1/2}$ and the density of states supplies $T^{3/2}$.

Without recapture $df_t/dt=-e_nf_t$. The trapped charge then decays exponentially with $\tau=1/e_n$, and

$$
\tau T^2=\frac{e^{E_a/kT}}{\gamma\sigma}.
$$

### (b) The activation energy

Dividing this relation at $T_1$ by the same relation at $T_2$ removes $\gamma\sigma$. Taking the logarithm gives

$$
E_a=\frac{k}{D}\ln\frac{\tau_1T_1^2}{\tau_2T_2^2},\qquad
D=\frac1{T_1}-\frac1{T_2}.
$$

For the given data,

$$
D=4.7619\times10^{-4}\ \mathrm{K^{-1}},
$$

$$
\ln\frac{\tau_1}{\tau_2}+\ln\frac{T_1^2}{T_2^2}
=4.60517-0.30830=4.29687 .
$$

With $k=8.61733\times10^{-5}$ eV/K, the factor $k/D$ is 0.18096 eV. Hence

$$
E_a=0.18096\times4.29687\ \mathrm{eV}=0.778\ \mathrm{eV}.
$$

The activation energy is **0.78 eV**, or $1.25\times10^{-19}$ J.

A plain Arrhenius law has a constant prefactor, so it keeps only the first logarithm:

$$
E_{\rm plain}=\frac kD\ln\frac{\tau_1}{\tau_2}=0.833\ \mathrm{eV}.
$$

The difference follows by subtraction:

$$
E_{\rm plain}-E_a=\frac{2k}{D}\ln\frac{T_2}{T_1}=2kT_*,
\qquad
T_*=\frac{\ln(T_2/T_1)}{D}.
$$

Here $T_*=323.7$ K and the excess is 0.056 eV. The prefactor itself grows with temperature, and the plain law assigns that growth to the barrier. For a narrow temperature interval, $T_*$ tends to the common temperature. The derivative gives the same limit: $d\ln e_n/dT=2/T+E_a/(kT^2)$, and $d(-1/kT)/dT=1/(kT^2)$, so the local Arrhenius slope is $E_a+2kT$.

The result is an apparent energy. If capture has its own barrier, $\sigma=\sigma_\infty e^{-E_b/kT}$, the slope gives the trap depth plus $E_b$. If emission changes the entropy by a constant $\Delta S$, the free energy is $\Delta H-T\Delta S$. The slope then gives $\Delta H$, while $e^{\Delta S/k}$ enters the apparent cross-section.

### (c) Cross-section and extrapolation

Solving the emission law for $\sigma$ at $T_1$ gives

$$
\sigma=\frac{e^{E_a/kT_1}}{\gamma T_1^2\tau_1}.
$$

The stated mass gives $\gamma=6.00\times10^{20}\ \mathrm{cm^{-2}\,s^{-1}\,K^{-2}}$, and $E_a/kT_1=30.078$. Therefore $\sigma=2.1\times10^{-13}\ \mathrm{cm^2}$.

Putting $E_{\rm plain}$ into this formula would multiply $\sigma$ by $e^{2T_*/T_1}=8.65$, giving $1.9\times10^{-12}\ \mathrm{cm^2}$. That combination is inconsistent, because the temperature dependence would be counted in both the energy and the prefactor.

For another temperature, the ratio of emission laws gives

$$
\tau(T)=\tau_1\left(\frac{T_1}{T}\right)^2
\exp\left[\frac{E_a}{k}\left(\frac1T-\frac1{T_1}\right)\right].
$$

At 425 K this is 72 μs. The plain law, with its own energy and a constant prefactor, gives 76 μs. Both laws pass through the two given points, so these points cannot decide between them. Even at 425 K the predictions differ by about 6%, less than the timing error considered next. The $T^2$ factor rests on the derivation in (a).

### (d) Timing errors

Let $s=0.10$ be the relative standard error of each time. For small errors $\delta\ln\tau=\delta\tau/\tau$. The energy depends on $\ln\tau_1-\ln\tau_2$, so independent errors add in quadrature:

$$
\delta E_a=\sqrt2\,s\,\frac kD=0.026\ \mathrm{eV}.
$$

For the cross-section, $\ln\sigma=E_a/kT_1-\ln\tau_1-\ln(\gamma T_1^2)$. Define

$$
b=\frac{1}{T_1D}=\frac{T_2}{T_2-T_1}=7 .
$$

The coefficients of $\ln\tau_1$ and $\ln\tau_2$ in $\ln\sigma$ are $b-1=6$ and $-b=-7$. Thus

$$
\delta\ln\sigma=s\sqrt{6^2+7^2}=0.92 ,
$$

which is a factor of 2.5 either way. The cross-section is much less certain than the energy because it requires extrapolation to $1/T=0$. Moving either temperature away from the other, with the second held fixed, reduces both errors at fixed $s$. Width in kelvin alone is not the measure: 400 K and 460 K would give 0.037 eV and 1.02.

For the emission time at 425 K, let $r=(1/T_1-1/T)/D=2.06$. The coefficients of $\ln\tau_1$ and $\ln\tau_2$ in $\ln\tau(T)$ are $1-r$ and $r$, so $\delta\ln\tau=s\sqrt{1.06^2+2.06^2}=0.23$. The 72 μs extrapolation is uncertain by about 23%.

### (e) Effects outside the model

**Self-heating.** Suppose the quoted temperatures belong to the base plate, while the device dissipates 1 W/mm through a thermal resistance of 10 K mm/W. The traps are then 10 K hotter at both settings. Using 310 K and 360 K with the same times gives $E_a=0.83$ eV, a rise of 0.05 eV. This figure assumes equal heating at both settings and is sensitive to that assumption. If the thermal resistance grows in proportion to temperature, the heating at the hotter setting is 11.6 K and the rise is 0.03 eV. The rise vanishes when that heating reaches 13.5 K.

**Field at a Coulomb trap.** A trap that is positively charged after emission attracts the departing electron. In a field $F$ and permittivity $\varepsilon$, the electron's potential energy along the escape direction is

$$
U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr .
$$

Setting $dU/dr=0$ gives $r_m=\sqrt{q/(4\pi\varepsilon F)}$. The two terms are equal there, so the barrier top is lowered by

$$
\Delta E=2qFr_m=\sqrt{\frac{q^3F}{\pi\varepsilon}} .
$$

For relative permittivity 9, the lowering is 0.08 eV at 0.1 MV/cm and 0.14 eV at 0.3 MV/cm. If the field is the same at both temperatures and all electrons escape over this lowest point, the data give the lowered barrier. The zero-field depths would then be 0.86 and 0.92 eV. In other directions the field lowers the barrier less or not at all. Averaging the rate over directions, with no lowering in the hemisphere against the force, gives corrections of 0.06 and 0.11 eV. The lowering scales as $\varepsilon^{-1/2}$: a high-frequency permittivity of 5.35 gives 0.10 and 0.18 eV along the field. A constant cross-section is also doubtful for an attractive centre; $\sigma\propto T^{-2}$ would cancel the $T^2$ prefactor and add a further 0.056 eV.

**Tunnelling from a trap neutral after emission.** Here there is no Coulomb attraction, and the field makes a triangular barrier. An electron thermally raised to an energy $E$ below the band edge must cross a width $E/qF$. The semiclassical transmission is

$$
P(E)=\exp\left[-\frac2\hbar\int_0^{E/qF}\sqrt{2m(E-qFx)}\,dx\right]
=\exp\left[-\frac{4\sqrt{2m}\,E^{3/2}}{3\hbar qF}\right].
$$

With a constant weight for these energies, an estimate of the rate enhancement is

$$
\chi(T)=1+\frac1{kT}\int_0^{E_a}e^{E/kT}P(E)\,dE .
$$

The emission law becomes $1/\tau=\gamma\sigma T^2\chi e^{-E_a/kT}$. The extracted energy therefore rises by $(k/D)\ln[\chi(T_1)/\chi(T_2)]$. Numerical integration, with $E_a$ found self-consistently, gives $\chi=2.55$ and 2.18 at the two temperatures for 0.1 MV/cm, and $E_a=0.81$ eV. At 0.3 MV/cm the factors are 12.5 and 7.4, and $E_a=0.87$ eV. Tunnelling through the Coulomb barrier of the previous case is not included.

**Recapture.** At a free-electron density $n$ held fixed by a reservoir, capture adds $\sigma\bar v n$ to the relaxation rate. It equals emission when

$$
n=N_ce^{-E_a/kT},
$$

because $e_n=\sigma\bar vN_ce^{-E_a/kT}$. At 300 K, $N_c=2.24\times10^{18}\ \mathrm{cm^{-3}}$ and the balance density is $1.9\times10^5\ \mathrm{cm^{-3}}$. The analysis needs a density far below this near the traps, so it applies only where the region is depleted to that degree, and not to traps inside the conducting channel. Recapture of the released electrons themselves slows the recovery instead. For trap density $N_t$ and sweep-out time $\tau_s$, a quasi-steady $n$ gives $df_t/dt=-e_nf_t/[1+a(1-f_t)]$ with $a=\sigma\bar vN_t\tau_s$. Starting from filled traps, the time to reach $f_t=e^{-1}$ is $\tau(1+0.368a)$. With $N_t=10^{17}\ \mathrm{cm^{-3}}$, $\tau_s=10$ ps and the apparent $\sigma$, $a=5.15$ and the time is 2.9 times longer at 300 K. Since $a$ varies only as $T^{1/2}$, the extracted energy falls by just 0.009 eV.

**Band shape.** For $\hbar^2\kappa^2/2m=E(1+\alpha E)$, with wave number $\kappa$, one has $g=(\kappa^2/\pi^2)\,d\kappa/dE$ and $v=(1/\hbar)\,dE/d\kappa$. Their product is proportional to $\kappa^2$, hence to $E(1+\alpha E)$, and the thermal integral gains the factor $1+2\alpha kT$. The two-band estimate $\alpha=(1-0.20)^2/(3.4\ \mathrm{eV})=0.19\ \mathrm{eV^{-1}}$ changes $E_a$ by only $-0.3$ meV. In the emission law of (a), a temperature-independent change of mass cancels from $E_a$. Raising the mass from 0.20 to 0.22 lowers $\sigma$ to $1.9\times10^{-13}\ \mathrm{cm^2}$.

**Comparison with a real device.** The mass, permittivity and 3.4 eV gap are rough values for gallium nitride. The fields considered are 3% and 10% of a rough breakdown field of 3 MV/cm. The apparent cross-section is large beside an atomic area of order $10^{-15}\ \mathrm{cm^2}$, so it should not be read as the geometric size of a defect. Real devices can violate the assumptions of known trap temperature and negligible field. For the cases above, each taken alone with equal heating and relative permittivity 9, correcting these raises the inferred energy by 0.03 to 0.14 eV. This is not a bound. Heating and the Coulomb lowering at 0.3 MV/cm together give 0.19 eV, and fields near a gate edge can be larger: the tunnelling estimate gives 0.20 eV at 0.5 MV/cm, and the Coulomb lowering is 0.25 eV at 1 MV/cm. The value 0.78 eV is thus the apparent energy of this model; identifying a defect from it also requires at least the field, the trap temperature and any capture barrier.

Numbers in the example were calculated in double precision.
